# Binding of the equal-mass Coulomb trion in two dimensions

## Problem

Two electrons and one hole, all of effective mass $m$, move in a plane. They interact through $\pm e^2/(4\pi\varepsilon_0\kappa r)$, where $\kappa$ is the dielectric constant of the surroundings. The bands are parabolic and isotropic. The electrons differ in spin or valley, so their orbital state may be symmetric under exchange. What fraction of the exciton binding energy is needed to remove one electron from the lowest such state, leaving an exciton and a free electron at rest?

**Hamiltonian.** Let $\mathbf r_1,\mathbf r_2$ be the electron positions measured from the hole. At zero total momentum the wave function depends on these two vectors alone. A derivative with respect to an electron position is then $\nabla_i$, and one with respect to the hole position is $-(\nabla_1+\nabla_2)$. The kinetic energy is

$$-\frac{\hbar^2}{2m}\left[\nabla_1^2+\nabla_2^2+(\nabla_1+\nabla_2)^2\right]
=-\frac{\hbar^2}{m}\left[\nabla_1^2+\nabla_2^2+\nabla_1\!\cdot\!\nabla_2\right].$$

Measure length in $a=\kappa a_0m_0/m$ and energy in $\hbar^2/(ma^2)=E_{\rm Ha}(m/m_0)/\kappa^2$, with $a_0$ the Bohr radius, $m_0$ the free-electron mass and $E_{\rm Ha}$ the Hartree energy. Then

$$H=-\nabla_1^2-\nabla_2^2-\nabla_1\!\cdot\!\nabla_2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}} .$$

Neither $m$ nor $\kappa$ remains, so the requested fraction is a pure number.

**Threshold.** The exciton obeys $(-\nabla^2-1/r)\psi=E_X\psi$. For $\psi=e^{-r}$, $\nabla^2\psi=\psi''+\psi'/r=(1-1/r)\psi$. The $1/r$ terms cancel and $E_X=-1$. This function has no node, so it is the ground state. Its mean radius is $\int r^2e^{-2r}dr/\int re^{-2r}dr=(1/4)/(1/4)=1$. With trion energy $E_T$, the binding $B=-1-E_T$ is already the requested fraction.

## A tempting solution

The ground state of $H$ has no node and is unique, so it is unchanged by rotation and has zero angular momentum. It is tempting to conclude that it depends on the two distances alone, $\psi=\psi(r_1,r_2)$.

The problem then simplifies. With $\theta$ the angle between $\mathbf r_1$ and $\mathbf r_2$, integration by parts turns the cross term into

$$\langle-\nabla_1\!\cdot\!\nabla_2\rangle=\int\frac{\partial\psi}{\partial r_1}\frac{\partial\psi}{\partial r_2}\cos\theta\;d^2r_1d^2r_2=0,$$

because $\cos\theta$ averages to zero. The repulsion enters through its angular average. One expands $\psi$ in symmetrized products $e^{-ar_1^2-br_2^2}$ and diagonalizes. Fifteen exponents, starting at 0.01 and growing by a factor 2.5, give 120 such functions and

$$B=0.086 .$$

The trion is bound, and the variational principle guarantees that the energy is not too low. The answer would be about 9 percent.

## Where it fails

Zero total angular momentum means invariance when both vectors turn together. Such a turn leaves $r_1$, $r_2$ and also $\theta$ unchanged. The general invariant function is therefore $\psi(r_1,r_2,\theta)$. A reflection of the plane reverses the sign of $\theta$. The ground state, being unique and without nodes, is unchanged by it too, so it is even in $\theta$ and can equally be written $\psi(r_1,r_2,r_{12})$.

The true state must use this third variable. Suppose $\psi(r_1,r_2)$ solved the Schrödinger equation. In $H\psi$ the terms $\nabla_1^2\psi$, $\nabla_2^2\psi$ and the attractions do not depend on $\theta$, and the cross term varies as $\cos\theta$. The repulsion

$$\frac1{r_{12}}=\left(r_1^2+r_2^2-2r_1r_2\cos\theta\right)^{-1/2}$$

is not of the form constant plus $\cos\theta$, so the terms cannot cancel at all angles. More products of the same kind cannot repair this. They approach the lowest energy of a restricted space, which lies above the true one. The variational principle supplied a bound on the energy, and the bound was read as a value.

## Solution with correlated Gaussians

Take functions containing all three distances,

$$\phi_A=e^{-ar_1^2-br_2^2-cr_{12}^2}=e^{-\mathbf x^TA\mathbf x},\qquad
A=\begin{pmatrix}a+c&-c\\-c&b+c\end{pmatrix},\quad \mathbf x=\begin{pmatrix}\mathbf r_1\\\mathbf r_2\end{pmatrix}.$$

To each is added its partner with $a$ and $b$ interchanged, which makes it symmetric in the electrons. The matrix elements below are for single Gaussians; the symmetrized ones are sums of them.

**Overlap.** Let $M=A+B$, where $B$ here is the matrix of the second Gaussian. The Cartesian components separate, and each gives $\pi/\sqrt{\det M}$. Hence $S=\pi^2/\det M$. Under the normalized weight $e^{-\mathbf x^TM\mathbf x}$ each component has covariance $\tfrac12M^{-1}$, so the two components together give $\langle\mathbf x_k\!\cdot\!\mathbf x_l\rangle=(M^{-1})_{kl}$.

**Kinetic energy.** Write the kinetic operator as $-\sum_{ij}\Lambda_{ij}\nabla_i\!\cdot\!\nabla_j$ with $\Lambda_{11}=\Lambda_{22}=1$, $\Lambda_{12}=\Lambda_{21}=\tfrac12$. Integrate by parts and use $\nabla_i\phi_A=-2(A\mathbf x)_i\phi_A$:

$$T_{AB}=4S\sum_{ijkl}A_{ik}\Lambda_{ij}B_{jl}(M^{-1})_{kl}=4S\,\mathrm{tr}(A\Lambda BM^{-1}).$$

**Interaction.** A separation $\mathbf d=w_1\mathbf r_1+w_2\mathbf r_2$ is a linear combination of Gaussian variables. Its normalized density is $(p/\pi)e^{-pd^2}$ with $1/p=w^TM^{-1}w$. Therefore

$$\left\langle\frac1d\right\rangle=2p\int_0^\infty e^{-pd^2}\,\mathrm dd=\sqrt{\pi p},\qquad
\langle d\rangle=2p\int_0^\infty d^2e^{-pd^2}\,\mathrm dd=\frac12\sqrt{\frac{\pi}{p}} .$$

The choices $w=(1,0)$, $(0,1)$ and $(1,-1)$ give $r_1$, $r_2$ and $r_{12}$. The potential element is $S$ times $-\sqrt{\pi p_1}-\sqrt{\pi p_2}+\sqrt{\pi p_{12}}$.

The exciton shows why many Gaussians are needed. One function $e^{-\alpha r^2}$ has $E(\alpha)=2\alpha-\sqrt{2\pi\alpha}$, which is lowest at $\alpha=\pi/8$, where $E=-\pi/4\approx-0.785$. This misses $-1$ by more than the whole trion binding.

**Choice of exponents.** The basis is grown one function at a time. Let the present basis have eigenstates $|i\rangle$ with energies $\varepsilon_i$. Remove from a trial Gaussian its components along these states and normalize the rest to $|g\rangle$. With $v_i=\langle i|H|g\rangle$ and $h=\langle g|H|g\rangle$, an eigenvector $\sum_ic_i|i\rangle+d|g\rangle$ satisfies

$$\varepsilon_ic_i+v_id=Ec_i,\qquad \sum_iv_ic_i+hd=Ed .$$

The first equation gives $c_i=-v_id/(\varepsilon_i-E)$. Inserted in the second, it yields

$$h-E=\sum_i\frac{v_i^2}{\varepsilon_i-E}.$$

For $E<\varepsilon_0$ the left side minus the right side falls steadily, from $+\infty$ to $-\infty$ if $v_0\neq0$. There is thus one root below $\varepsilon_0$, and it is the new ground energy. Of 60 random candidates at each step, the one with the lowest root is kept. The energy is

| Gaussians | $E_T$ |
|---:|---:|
| 25 | −1.11910 |
| 50 | −1.12129 |
| 100 | −1.12155 |
| 150 | −1.12156 |

Each entry is an upper bound on $E_T$ and, since the threshold is known exactly, each gives a lower bound on the binding.

**Virial relation.** Replacing $\psi(\mathbf x)$ by $\psi(\lambda\mathbf x)$, normalized again, changes the energy to $\lambda^2\langle T\rangle+\lambda\langle V\rangle$. The true state is stationary at $\lambda=1$, so $2\langle T\rangle+\langle V\rangle=0$. The 150 Gaussians, which were not rescaled afterwards, give $-\langle V\rangle/2\langle T\rangle=1.000004$.

## The same energy from a Hylleraas basis

The error of this chapter's first answer was invisible from inside its own basis. A second basis of a different kind is therefore useful:

$$\psi=P(r_1,r_2,r_{12})\,e^{-\beta R/2},\qquad R=r_1+r_2+r_{12},$$

with $P$ a polynomial symmetric in $r_1,r_2$.

**Volume element.** The common rotation gives $2\pi$ and the two signs of $\theta$ give 2. From $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta=2\Delta\,d\theta$, where $\Delta$ is the area of the triangle,

$$d^2r_1d^2r_2\to4\pi\,\frac{r_1r_2r_{12}}{2\Delta}\,dr_1dr_2dr_{12}.$$

Introduce $x=r_2+r_{12}-r_1$, $y=r_1+r_{12}-r_2$, $z=r_1+r_2-r_{12}$. They range independently over positive values, and $x+y+z=R$. Heron's formula reads $2\Delta=\tfrac12\sqrt{Rxyz}$, and the Jacobian is $dr_1dr_2dr_{12}=\tfrac14dx\,dy\,dz$. The element becomes $2\pi r_1r_2r_{12}\,dx\,dy\,dz/\sqrt{Rxyz}$.

Now put $x=Ru$, $y=R(1-u)v$, $z=R(1-u)(1-v)$. Then $dx\,dy\,dz=R^2(1-u)\,dR\,du\,dv$, while $\sqrt{Rxyz}=R^2(1-u)\sqrt{uv(1-v)}$. What remains is

$$2\pi\,r_1r_2r_{12}\;dR\;\frac{du}{\sqrt u}\;\frac{dv}{\sqrt{v(1-v)}} .$$

The factor $r_1r_2r_{12}$ cancels every denominator in the Coulomb and kinetic terms. The integrands are polynomials times $e^{-\beta R}$, for which Gauss quadrature of sufficient order is exact.

**Kinetic energy.** Let $\psi_1,\psi_2,\psi_3$ be the derivatives with respect to $r_1,r_2,r_{12}$, and $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$. Then $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_3\mathbf n$ and $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_3\mathbf n$. The cosines of the triangle's angles at the hole and at the two electrons are $C_0=\hat{\mathbf r}_1\!\cdot\!\hat{\mathbf r}_2$, $C_1=\hat{\mathbf r}_1\!\cdot\!\mathbf n$ and $C_2=-\hat{\mathbf r}_2\!\cdot\!\mathbf n$. So

$$\begin{aligned}
|\nabla_1\psi|^2&=\psi_1^2+\psi_3^2+2\psi_1\psi_3C_1,\\
|\nabla_2\psi|^2&=\psi_2^2+\psi_3^2+2\psi_2\psi_3C_2,\\
\nabla_1\psi\!\cdot\!\nabla_2\psi&=\psi_1\psi_2C_0-\psi_1\psi_3C_1-\psi_2\psi_3C_2-\psi_3^2 .
\end{aligned}$$

Their sum is the kinetic energy density,

$$\psi_1^2+\psi_2^2+\psi_3^2+\psi_1\psi_2C_0+\psi_1\psi_3C_1+\psi_2\psi_3C_2 ,$$

which treats the three equal masses alike. Setting $\psi_3=0$ recovers the tempting solution and shows what it discarded.

Polynomials of degree 4, 8 and 12 give $E_T=-1.12125$, $-1.121592$ and $-1.121595$. The last lies $3\times10^{-5}$ below the result of 150 Gaussians, which is 0.03 percent of the binding. Hence

$$B=0.1216,$$

or **12.2 percent of the exciton binding energy**. The product functions had found 0.0860. The difference is 29 percent of the full binding and comes almost entirely from letting the state depend on the angle between the electrons.

The mean electron–hole distance is 1.68, against 1 in the exciton, and the mean electron–electron distance is 2.61. The Gaussian and Hylleraas values agree to these digits.

## Unequal masses

Let $\sigma=m_e/m_h$ and use $m_e$ as the unit of mass. The kinetic operator is $-\tfrac12(\nabla_1^2+\nabla_2^2)-\tfrac\sigma2(\nabla_1+\nabla_2)^2$, so $\Lambda_{11}=\Lambda_{22}=(1+\sigma)/2$ and $\Lambda_{12}=\sigma/2$. The exciton function is $e^{-kr}$ with $k=2/(1+\sigma)$, and its energy is $-2/(1+\sigma)$.

With the Gaussians held fixed, the binding fraction is 0.118 at $\sigma=0.8$ and 0.126 at $\sigma=1.25$. Exchanging the roles of electrons and holes turns the second case into a positive trion with a hole 25 percent heavier than the electron. In the $1/r$ model such a material has a negative trion at 11.8 percent and a positive one at 12.6 percent. At equal masses the two coincide.

## An atomically thin semiconductor

Take $m=0.5\,m_0$ and $\kappa=4.5$, rough values in the regime of monolayer MoS₂ between layers of hexagonal boron nitride. The units are

$$a=\frac{4.5\times0.0529}{0.5}\ \text{nm}=0.476\ \text{nm},\qquad
\frac{27.21\times0.5}{4.5^2}\ \text{eV}=0.672\ \text{eV}.$$

The $1/r$ model thus gives an exciton binding of 0.672 eV and a trion binding of $0.1216\times672=82$ meV. Its exciton radius is only 1.5 times a rough lattice constant of 0.32 nm, which already makes the effective-mass description doubtful.

**Polarizable sheet.** The layer itself screens. At wave number $q$ the effective dielectric function is $\kappa+r_0q=\kappa(1+r_*q)$, with $r_*=r_0/\kappa$. In the present units the interaction is the Rytova–Keldysh form $2\pi/[q(1+r_*q)]$, and its Gaussian average is

$$\int\!\frac{d^2q}{(2\pi)^2}\,\frac{2\pi\,e^{-q^2/4p}}{q(1+r_*q)}=\int_0^\infty\frac{e^{-q^2/4p}}{1+r_*q}\,dq ,$$

which returns to $\sqrt{\pi p}$ when $r_*\to0$. A rough $r_0=4$ nm gives $r_*=0.889$ nm, or 1.87 units. This exceeds the radius of the $1/r$ exciton, so the correction is not small.

Solving again with newly chosen Gaussians gives $-0.28475$ for the exciton and $-0.30875$ for the trion. The bindings are $0.28475\times672=191$ meV and $0.0240\times672=16$ meV, and their ratio is 8.4 percent. The $1/r$ model overestimates the exciton binding 3.5 times and the trion binding 5 times. Its 12 percent can apply to a real layer only when $r_*\ll a$, that is, $r_0m/(\kappa^2a_0m_0)\ll1$, which fails here. The softened exciton has a radius of 1.17 nm, 3.7 lattice constants.

**Other neglected effects.** The following use the softened interaction, with the remaining parameters unchanged.

- A hole 25 percent heavier raises the trion binding from 16.1 to 16.6 meV.
- Lowering $\kappa$ to 3.8, to represent surroundings whose lattice cannot follow the carriers, gives 224 meV for the exciton and 18.3 meV for the trion.
- The kinetic energy per carrier in the exciton is 2 percent of a rough 2.2 eV gap. Parabolic bands are therefore a reasonable first approximation for the exciton. This ratio is not itself the error in a binding energy, which can be larger, and the effect on the small trion binding is not computed here.
- An in-plane field of order $16.1\ \text{meV}/(e\times1.99\ \text{nm})=0.08$ MV/cm competes with the binding. Tunnelling can ionize the trion at lower fields.

**Temperature and density.** At 300 K, $k_BT=25.9$ meV exceeds the trion binding $B_T=16.1$ meV. For nondegenerate carriers in equilibrium, take two spin–valley states per electron and count only the trion state found above, which then occurs once per hole state. The statistical weights give a factor $2\times2/1=4$. The masses $m$, $2m$ and $3m$ of electron, exciton and trion combine to $2m/3$. At free-electron density $n$,

$$\frac{n_X}{n_T}=4\,\frac{(2m/3)k_BT}{2\pi\hbar^2n}\,e^{-B_T/k_BT}=\frac43\,\frac{k_BT}{E_F}\,e^{-B_T/k_BT},\qquad E_F=\frac{\pi\hbar^2n}{m}.$$

At $n=10^{12}$ cm⁻², $E_F=4.79$ meV and the ratio is $\tfrac43\times5.40\times0.536=3.9$. Fermi statistics for the free electrons replaces $E_F/k_BT=0.185$ by $e^{E_F/k_BT}-1=0.203$ and lowers the ratio to 3.5. Most of these complexes are then excitons. Since $B_T<k_BT$, the division between a bound trion and an electron scattering off an exciton is not sharp. These ratios count the bound state only and are rough. The count of two electron states assumes that the other two spin–valley states of the conduction band lie well above $k_BT$. In MoS₂ the splitting is roughly a few to 15 meV, below $k_BT$ at 300 K, so the assumption fails and the four-state count is the nearer one. With all four equally accessible, the factor 4 becomes $4\times4/6$ and the classical ratio at the same $n$ falls from 3.9 to 2.6. The radius of the disc that holds one free carrier, $1/\sqrt{\pi n}=5.6$ nm, is less than twice the mean electron–electron distance in the trion, 3.1 nm, so an isolated trion is a rough picture at this density.

**Comparison with real layers.** Measured exciton–trion line separations in such monolayers are roughly 20 to 30 meV. The softened model is of that order, while the $1/r$ value of 82 meV is far too large. The model omits electron–hole exchange, screening by the free carriers and their collective response to the exciton, and its masses are uncertain. It therefore cannot assign the remaining difference to one cause. The numerical output below gives the values to more digits.

## Computed results

```
Gaussian elements, largest relative error: 5.5e-09
exciton energy, Gaussians (exact -1): -0.9999999 units
exciton mean radius (exact 1): 1.000000 units
trion energy, 25 Gaussians: -1.119102 units
trion energy, 50 Gaussians: -1.121291 units
trion energy, 100 Gaussians: -1.121545 units
trion energy, 150 Gaussians: -1.121562 units
trion energy, Hylleraas degree 4, 22 functions: -1.1212504 units
trion energy, Hylleraas degree 8, 95 functions: -1.1215919 units
trion energy, Hylleraas degree 12, 252 functions: -1.1215946 units
Hylleraas exponent beta, degree 12: 1.283 per unit length
virial ratio -V/(2T), Gaussians: 1.000004
trion binding / exciton binding: 0.12159
same without r12 dependence: 0.08604
mean r1, Hylleraas: 1.6835, Gaussians: 1.6835 units
mean r12, Hylleraas: 2.6051, Gaussians: 2.6052 units
binding fraction at m_e/m_h = 0.8: 0.11836
binding fraction at m_e/m_h = 1.25: 0.12582
EXAMPLE mass: 0.5 m0, kappa: 4.5, r0: 4.0 nm
length unit: 0.4763 nm, energy unit: 0.6719 eV
1/r model, exciton binding: 0.672 eV
1/r model, trion binding: 81.7 meV
1/r model, trion mean r1: 0.802 nm
1/r model, trion mean r12: 1.241 nm
screening length r* = r0/kappa: 0.889 nm = 1.866 units
Keldysh exciton: -0.284746, radial grid: -0.284752 units
Keldysh trion: -0.308753, Hylleraas: -0.308767 units
Keldysh exciton binding: 191.3 meV
Keldysh trion binding: 16.1 meV
Keldysh binding fraction: 0.0843
Keldysh exciton mean radius: 1.172 nm
Keldysh trion mean r1: 1.993 nm, r12: 3.147 nm
hole 25% heavier, Keldysh trion binding: 16.6 meV
kappa = 3.8, Keldysh exciton: 224.3 meV, trion: 18.3 meV
thermal energy at 300 K: 25.85 meV
free electron density: 1.0e+12 cm^-2
excitons per trion at 300 K: 3.86
Fermi energy: 4.79 meV, carrier spacing: 5.64 nm
field scale, binding/(e mean r1): 0.081 MV/cm
rough gap: 2.2 eV, kinetic energy per carrier / gap: 0.0212
rough lattice constant: 0.32 nm; exciton radius / lattice: 1/r 1.49, Keldysh 3.66
```
